# Thickness expansion of a free laminate with stiff, zero-expansion layers: test program

```python
"""
Result under test: a free, symmetric laminate with a fraction f of compliant
layers (Young's modulus E_c, Poisson ratio nu_c, free thermal strain a) and a
fraction 1-f of very stiff layers without thermal expansion has the thickness
strain R*a, with R = f(1+nu_c)/(1-nu_c); R = 8/5 for f = 4/5, nu_c = 1/3.
For finite stiffness the common in-plane strain e follows from zero net force.
Independent roads: minimum of the elastic energy (symbolic and numerical), and
axisymmetric finite-element solutions of free disks with real edges.
The formula is the wide-body limit: the edge zone of a disk acts like a ring
and leaves an interior strain deviation that falls as 1/radius.
Moduli are in GPa and lengths in micrometres unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import giga, mega, micro, nano
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def lame(E, nu):
    return E * nu / ((1 + nu) * (1 - 2 * nu)), E / (2 * (1 + nu))


def closed_form(f, soft, stiff):
    """Derived result; each material is (E, nu, isotropic free strain)."""
    (Ec, nc, ac), (Es, ns, a_s) = soft, stiff
    Mc, Ms = Ec / (1 - nc), Es / (1 - ns)
    e = (f * Mc * ac + (1 - f) * Ms * a_s) / (f * Mc + (1 - f) * Ms)
    zc = ((1 + nc) * ac - 2 * nc * e) / (1 - nc)
    zs = ((1 + ns) * a_s - 2 * ns * e) / (1 - ns)
    return np.array([e, zc, zs, Mc * (e - ac), Ms * (e - a_s)])


def energy_minimum(f, soft, stiff):
    """Minimise energy over (e_x, e_y, e_z soft, e_z stiff).
    The free strain may be a scalar or a vector (x, y, z)."""
    pick = [np.array([[1, 0, 0, 0], [0, 1, 0, 0], [0, 0, 1, 0]], float),
            np.array([[1, 0, 0, 0], [0, 1, 0, 0], [0, 0, 0, 1]], float)]
    H, g, parts = np.zeros((4, 4)), np.zeros(4), []
    for weight, P, (E, nu, free) in zip((f, 1 - f), pick, (soft, stiff)):
        lam, mu = lame(E, nu)
        C = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
        free = np.ones(3) * free
        H += weight * P.T @ C @ P
        g += weight * P.T @ C @ free
        parts.append((C, P, free))
    x = np.linalg.solve(H, g)
    stress = [C @ (P @ x - free) for C, P, free in parts]
    return x, stress


def thickness_strain(f, soft, stiff):
    x, _ = energy_minimum(f, soft, stiff)
    return f * x[2] + (1 - f) * x[3]


# ---- symbolic energy minimum: stiff limit and first correction -------------
F, n, m, t = sp.symbols("F n m t", positive=True)   # t = E_c/E_s
ex, ey, zc, zs = sp.symbols("ex ey zc zs")


def energy_density(E, nu, strains):
    lam, mu = lame(E, nu)
    return lam * sum(strains)**2 / 2 + mu * sum(s**2 for s in strains)


# the energy is multiplied by t so that the stiff layers have modulus 1
W = (F * energy_density(t, n, [ex - 1, ey - 1, zc - 1])
     + (1 - F) * energy_density(sp.Integer(1), m, [ex, ey, zs]))
unknowns = [ex, ey, zc, zs]
sol = sp.solve([sp.diff(W, u) for u in unknowns], unknowns, dict=True)[0]
R_sym = sp.cancel(sp.together(F * sol[zc] + (1 - F) * sol[zs]))
R_limit = sp.simplify(R_sym.subs(t, 0))
assert sp.simplify(R_limit - F * (1 + n) / (1 - n)) == 0
R_title = R_limit.subs({F: sp.Rational(4, 5), n: sp.Rational(1, 3)})
assert sp.simplify(R_title - sp.Rational(8, 5)) == 0
slope = sp.diff(R_sym, t).subs(t, 0)
slope_derived = (-(2 * F * n / (1 - n) + 2 * (1 - F) * m / (1 - m))
                 * F * (1 - m) / ((1 - F) * (1 - n)))
assert sp.simplify(slope - slope_derived) == 0

# ---- numerical energy minimum against the closed form ----------------------
rng = np.random.default_rng(4)
worst = 0.0
for _ in range(300):
    frac = rng.uniform(0.05, 0.95)
    A = (rng.uniform(1, 10), rng.uniform(0.0, 0.45), rng.uniform(0.5, 2))
    B = (rng.uniform(1, 300), rng.uniform(0.0, 0.45), rng.uniform(-0.5, 0.5))
    x, s = energy_minimum(frac, A, B)
    formula = closed_form(frac, A, B)
    direct = np.array([x[0], x[2], x[3], s[0][0], s[1][0]])
    err = np.max(np.abs(direct - formula) / (1 + np.abs(formula)))
    worst = max(worst, err)
    assert abs(x[0] - x[1]) < 1e-9
    assert max(abs(s[0][2]), abs(s[1][2])) < 1e-8
assert worst < 1e-9

# ---- worked example: polymer and silica, rough typical parameters ----------
f = 0.8
E_c, nu_c, alpha_c = 3.0, 1 / 3, 60e-6
E_s, nu_s, alpha_s = 72.0, 0.17, 0.5e-6
dT = 40.0
a = alpha_c * dT
soft, stiff = (E_c, nu_c, a), (E_s, nu_s, 0.0)
e, eps_c, eps_s, sig_c, sig_s = closed_form(f, soft, stiff)
R = (f * eps_c + (1 - f) * eps_s) / a
R_stiff = f * (1 + nu_c) / (1 - nu_c)
M_c, M_s = E_c / (1 - nu_c), E_s / (1 - nu_s)
r_load = f * M_c / ((1 - f) * M_s)
poisson_weight = (2 * f * nu_c / (1 - nu_c)
                  + 2 * (1 - f) * nu_s / (1 - nu_s))

# stiffness needed for R to be one percent below the limit
q = 0.01 * R_stiff / poisson_weight
r_one = q / (1 - q)
E_one = f * M_c / ((1 - f) * r_one) * (1 - nu_s)
R_check = thickness_strain(f, soft, (E_one, nu_s, 0.0)) / a
assert abs(R_check / R_stiff - 0.99) < 1e-8

# ---- finite elements: free disks, upper half of a symmetric stack ----------
cell = np.concatenate([np.linspace(0, 0.1, 3), np.linspace(0.1, 0.9, 9)[1:],
                       np.linspace(0.9, 1.0, 3)[1:]])
z = np.concatenate([cell, 1 + cell[1:]])
half, nz = z[-1], len(z)
gp = 1 / np.sqrt(3)
corner_x = np.array([-1, 1, 1, -1])
corner_z = np.array([-1, -1, 1, 1])


def elastic_matrix(E, nu):
    lam, mu = lame(E, nu)
    D = np.zeros((4, 4))                 # order: rr, zz, tt, rz
    D[:3, :3] = lam + 2 * mu * np.eye(3)
    D[3, 3] = mu
    return D


D_c, D_s = elastic_matrix(E_c, nu_c), elastic_matrix(E_s, nu_s)


def solve_disk(radius):
    """Displacements of a heated free disk; the mesh is fine near the edge
    and coarse inside, where the displacement is linear in each layer."""
    inner = np.linspace(0, radius - 30, int(round((radius - 30) / 10)) + 1)
    rad = np.concatenate([inner,
                          np.linspace(radius - 30, radius - 10, 41)[1:],
                          np.linspace(radius - 10, radius, 101)[1:]])
    nr = len(rad)
    rows, cols, vals = [], [], []
    size = 2 * nr * nz
    load = np.zeros(size)
    for i in range(nr - 1):
        dr = rad[i + 1] - rad[i]
        for j in range(nz - 1):
            dz = z[j + 1] - z[j]
            is_soft = 0.1 < (0.5 * (z[j] + z[j + 1])) % 1.0 < 0.9
            D = D_c if is_soft else D_s
            free = np.array([1.0, 1.0, 1.0, 0.0]) * (a if is_soft else 0.0)
            K, g = np.zeros((8, 8)), np.zeros(8)
            for px in (-gp, gp):
                for pz in (-gp, gp):
                    N = (1 + px * corner_x) * (1 + pz * corner_z) / 4
                    Nr = corner_x * (1 + pz * corner_z) / (2 * dr)
                    Nz = corner_z * (1 + px * corner_x) / (2 * dz)
                    rr = rad[i] + dr * (1 + px) / 2
                    Bm = np.zeros((4, 8))
                    Bm[0, 0::2] = Nr
                    Bm[1, 1::2] = Nz
                    Bm[2, 0::2] = N / rr
                    Bm[3, 0::2] = Nz
                    Bm[3, 1::2] = Nr
                    BD = Bm.T @ D * (rr * dr * dz / 4)
                    K += BD @ Bm
                    g += BD @ free
            nodes = np.array([i * nz + j, (i + 1) * nz + j,
                              (i + 1) * nz + j + 1, i * nz + j + 1])
            dof = np.column_stack([2 * nodes, 2 * nodes + 1]).ravel()
            rows.append(np.repeat(dof, 8))
            cols.append(np.tile(dof, 8))
            vals.append(K.ravel())
            load[dof] += g
    K_all = coo_matrix((np.concatenate(vals),
                        (np.concatenate(rows), np.concatenate(cols))),
                       shape=(size, size)).tocsr()
    axis_dof = 2 * np.arange(nz)                   # u_r = 0 on the axis
    mid_dof = 2 * np.arange(nr) * nz + 1           # u_z = 0 on the midplane
    keep = np.setdiff1d(np.arange(size), np.concatenate([axis_dof, mid_dof]))
    u = np.zeros(size)
    u[keep] = spsolve(K_all[keep][:, keep].tocsc(), load[keep])
    return rad, u[0::2].reshape(nr, nz), u[1::2].reshape(nr, nz)


radii = (240.0, 480.0)
strain_shift = []
for radius in radii:
    rad, ur, uz = solve_disk(radius)
    R_fe = uz[0, -1] / half / a
    e_fe = ur[1, :] / rad[1]
    zc_fe = (uz[0, 10] - uz[0, 2]) / (z[10] - z[2])
    zs_fe = uz[0, 2] / z[2]
    s_c_fe = (D_c @ np.array([e_fe[5] - a, zc_fe - a, e_fe[5] - a, 0]))[0]
    s_s_fe = (D_s @ np.array([e_fe[1], zs_fe, e_fe[1], 0]))[0]
    # the tolerances leave room for the ring effect of the edge zone
    assert abs(R_fe / R - 1) < 1e-4
    assert np.max(np.abs(e_fe - e)) < 1e-4 * a
    assert abs(zc_fe - eps_c) < 1e-4 * a and abs(zs_fe - eps_s) < 1e-4 * a
    assert abs(s_c_fe / sig_c - 1) < 1e-3 and abs(s_s_fe / sig_s - 1) < 1e-3
    strain_shift.append((np.mean(e_fe) - e) / a)
    deviation = np.abs(uz[:, -1] / uz[0, -1] - 1)
    assert deviation.max() > 0.01
    edge_zone = radius - rad[np.argmax(deviation > 0.01)]
    assert edge_zone < 20.0
# a 1/radius law gives 2; the rest is the next order in edge zone/radius
shift_ratio = strain_shift[0] / strain_shift[1]
assert abs(shift_ratio - 2) < 0.3

# ---- size of neglected effects, as changes of R ----------------------------
R_silica = thickness_strain(f, soft, (E_s, nu_s, alpha_s * dT)) / a
bulk = E_c / (3 * (1 - 2 * nu_c))
E_relaxed = 0.8 * E_c
nu_relaxed = 0.5 - E_relaxed / (6 * bulk)
R_relaxed = thickness_strain(f, (E_relaxed, nu_relaxed, a), stiff) / a
aniso = np.array([1.0, 1.0, 1.1]) * a
R_aniso = thickness_strain(f, (E_c, nu_c, aniso), stiff) / aniso[2]
drying = 5e-4
R_dry = thickness_strain(f, (E_c, nu_c, a - drying), stiff) / a
yield_MPa, toughness = 80.0, 8.0
to_MPa = giga / mega
silica_layer_nm = 200.0
crack_energy = ((sig_s * giga)**2 * silica_layer_nm * nano / (E_s * giga))
stack_nm = 2 * half * micro / nano

print("TITLE CASE (stiff limit)")
print(f"R from symbolic energy minimum = {R_title} = {float(R_title):.4f}")
print(f"compliant layer strain / free strain = {(1+nu_c)/(1-nu_c):.4f}")
print(f"free part of R = {f:.4f}, Poisson part = {R_stiff-f:.4f}")
print("R against E_s/E_c (nu_s as for silica):")
for k in (10, 100, 1000, 10000):
    Rk = thickness_strain(f, soft, (k * E_c, nu_s, 0.0)) / a
    print(f"  E_s/E_c = {k:5d}: R = {Rk:.4f}")
print(f"E_s/E_c for R 1 percent below limit = {E_one/E_c:.0f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"polymer: E = {E_c:.1f} GPa, nu = {nu_c:.4f}, "
      f"alpha = {alpha_c*1e6:.0f} ppm/K")
print(f"silica: E = {E_s:.1f} GPa, nu = {nu_s:.2f}, alpha set to 0")
print(f"polymer fraction = {f:.2f}, heating = {dT:.0f} K")
print(f"stack thickness = {stack_nm:.0f} nm")
print("EXAMPLE RESULTS")
print(f"biaxial moduli: polymer {M_c:.3f} GPa, silica {M_s:.2f} GPa")
print(f"stiffness ratio r = {r_load:.4f}, r/(1+r) = {r_load/(1+r_load):.4f}")
print(f"weight multiplying r/(1+r) in R = {poisson_weight:.4f}")
print(f"free polymer strain = {a*100:.4f} percent")
print(f"common in-plane strain = {e*100:.4f} percent")
print(f"polymer thickness strain = {eps_c*100:.4f} percent")
print(f"silica thickness strain = {eps_s*100:.4f} percent")
print(f"polymer in-plane stress = {sig_c*to_MPa:.2f} MPa")
print(f"silica in-plane stress = {sig_s*to_MPa:.2f} MPa")
print(f"R for polymer/silica = {R:.4f}")
print(f"R at centre of finite-element disk = {R_fe:.4f}")
print(f"thickness gain, free polymer slab = {a*stack_nm:.2f} nm")
print(f"thickness gain, polymer/silica stack = {R*a*stack_nm:.2f} nm")
print(f"thickness gain, stiff limit = {R_stiff*a*stack_nm:.2f} nm")
print("NEGLECTED EFFECTS (changes of R from the polymer/silica value)")
print(f"finite stiffness, against 1.6 limit: {R-R_stiff:+.4f}")
print(f"silica expansion {alpha_s*1e6:.1f} ppm/K: {R_silica-R:+.4f}")
print(f"polymer E down 20 percent, fixed bulk modulus {bulk:.2f} GPa:")
print(f"  nu becomes {nu_relaxed:.4f}, change {R_relaxed-R:+.4f}")
print(f"polymer alpha 10 percent larger along thickness: {R_aniso-R:+.4f}")
print("  (R then refers to the larger free thickness strain)")
print(f"drying shrinkage {drying*100:.2f} percent: {R_dry-R:+.4f}")
print(f"finite strain, relative order = {eps_c*100:.2f} percent")
print(f"polymer stress / rough yield stress {yield_MPa:.0f} MPa = "
      f"{abs(sig_c)*to_MPa/yield_MPa:.3f}")
print(f"silica crack energy scale = {crack_energy:.2e} J/m2")
print(f"rough silica toughness = {toughness:.0f} J/m2")
print(f"edge zone (1 percent in thickness gain) = {edge_zone:.1f} um")
print("in-plane strain shift at disk centre / free polymer strain:")
for radius, shift in zip(radii, strain_shift):
    print(f"  disk radius {radius:.0f} um: {shift:+.2e}")
print(f"ratio of the two shifts (1/radius law: 2) = {shift_ratio:.3f}")
print("verified")
```

It prints:

```
TITLE CASE (stiff limit)
R from symbolic energy minimum = 8/5 = 1.6000
compliant layer strain / free strain = 2.0000
free part of R = 0.8000, Poisson part = 0.8000
R against E_s/E_c (nu_s as for silica):
  E_s/E_c =    10: R = 1.3068
  E_s/E_c =   100: R = 1.5582
  E_s/E_c =  1000: R = 1.5956
  E_s/E_c = 10000: R = 1.5996
E_s/E_c for R 1 percent below limit = 270
EXAMPLE INPUTS (rough typical values)
polymer: E = 3.0 GPa, nu = 0.3333, alpha = 60 ppm/K
silica: E = 72.0 GPa, nu = 0.17, alpha set to 0
polymer fraction = 0.80, heating = 40 K
stack thickness = 4000 nm
EXAMPLE RESULTS
biaxial moduli: polymer 4.500 GPa, silica 86.75 GPa
stiffness ratio r = 0.2075, r/(1+r) = 0.1718
weight multiplying r/(1+r) in R = 0.8819
free polymer strain = 0.2400 percent
common in-plane strain = 0.0412 percent
polymer thickness strain = 0.4388 percent
silica thickness strain = -0.0169 percent
polymer in-plane stress = -8.94 MPa
silica in-plane stress = 35.78 MPa
R for polymer/silica = 1.4484
R at centre of finite-element disk = 1.4485
thickness gain, free polymer slab = 9.60 nm
thickness gain, polymer/silica stack = 13.91 nm
thickness gain, stiff limit = 15.36 nm
NEGLECTED EFFECTS (changes of R from the polymer/silica value)
finite stiffness, against 1.6 limit: -0.1516
silica expansion 0.5 ppm/K: -0.0037
polymer E down 20 percent, fixed bulk modulus 3.00 GPa:
  nu becomes 0.3667, change +0.1279
polymer alpha 10 percent larger along thickness: -0.0589
  (R then refers to the larger free thickness strain)
drying shrinkage 0.05 percent: -0.3018
finite strain, relative order = 0.44 percent
polymer stress / rough yield stress 80 MPa = 0.112
silica crack energy scale = 3.56e-03 J/m2
rough silica toughness = 8 J/m2
edge zone (1 percent in thickness gain) = 2.0 um
in-plane strain shift at disk centre / free polymer strain:
  disk radius 240 um: -3.43e-05
  disk radius 480 um: -1.71e-05
ratio of the two shifts (1/radius law: 2) = 2.000
verified
```
